Gauge dependence of Dirac-Fock transition amplitudes from the radial continuity equation, part 2

An electron passes from bound orbital a to b by absorbing light of angular frequency ω = kc. How does its relativistic electric multipole amplitude depend on the gauge? Atomic units are used, with electron charge −1 and energies ε that exclude the rest energy.

The Hamiltonian is h = h₀ + X, h₀ = c α·p + (β − 1)c² + V, with V local and X an added Hermitian operator (X_a, X_b if the orbitals' operators differ). Orbitals are ψ = (1/r)( P(r) Ω_κm , iQ(r) Ω_−κm ), with spherical spinors Ω_κm and components behaving as r^γ, γ = √(κ² − Z²/c²), at a point nucleus of charge Z. For X = 0,

P' = −κP/r + (ε + 2c² − V)Q/c.  (1)

Define S = ψ_b·ψ_a = P_bP_a + Q_bQ_a, D = Q_bP_a − P_bQ_a, T = P_bQ_a + Q_bP_a and Δκ = κ_b − κ_a.

A gauge change with F = f(r)C_LM, C_LM = √(4π/(2L+1)) Y_LM, adds the interaction c α·∇F − iωF. Its matrix element is iWΛ, where W = ⟨κ_b m_b|C_LM|κ_a m_a⟩ is unchanged by reversing both κ labels, and

Λ = c ∫ [f'D + Δκ(f/r)T]dr − ω∫ fS dr.  (7)

For eigenstates of one local potential with ω = ε_b − ε_a,

D' = ΔκT/r − (ε_b − ε_a)S/c.  (12)

Λ = c∫(f'D + fD')dr = c∫(fD)'dr = c[fD] between 0 and ∞ = 0.  (13)

Added operators put a source into (12), and

Λ = ∫ f[ψ_b·(X_aψ_a) − (X_bψ_b)·ψ_a]dr.  (14)

A second, operator derivation gives the same result from

c α·∇F = i[h₀, F] = i[h, F] − i[X, F].  (15)

With f = j = j_L(kr) and N = 1/[k√(L(L+1))], the Coulomb-gauge amplitude, without the common factor iW, is

M_C = Nc ∫ {L(L+1)(j/r)D + Δκ[(rj)'/r]T}dr.  (8)

Other gauges have M(G) = M_C − (G/k)Λ, with G = 0 for Coulomb and G = √((L+1)/L) for length gauge. For a dipole, R(G) = 3M(G)/(√2ω) and

dR/dG = −3Λ/(√2ωk).  (11)

**What each derivation assumes.** Both require eigenstates, a frequency equal to the eigenvalue difference, and a vanishing surface term. The radial derivation shows the surface term as c[fD] in (13). In the operator derivation it is hidden in the statement that h₀ may act to the left when the ket is Fψ_a. Transferring the derivative from one side to the other produces the same boundary flux.

The radial derivation needs a spherical potential, because it uses separated equations for P and Q. In return it gives a local statement. At every radius, (12) says whether current is conserved, and for nonlocal X the source shows where it is not. Orbitals that come from two separate equations, with no common Hamiltonian, are covered by both derivations.

The operator derivation does not need spherical symmetry for the cancellation itself. For any local potential, spherical or not, the matrix element of c α·∇F − iωF vanishes between two bound eigenstates if the surface term vanishes. Rotation symmetry enters when that matrix element is reduced to W times a radial integral.

In a finite basis the two arguments meet different obstacles. The radial equations hold approximately at each point. The operator identity uses ⟨b|h|η⟩ = ε_b⟨b|η⟩ with η = Fψ_a, and likewise ⟨η'|h|a⟩ = ε_a⟨η'|a⟩ with η' = F†ψ_b, but an eigenvector of the matrix problem guarantees these relations only for η and η' inside the basis. A local calculation can therefore have a small residual Λ, which falls as the basis represents the orbitals, Fψ_a and F†ψ_b better.

The operator derivation also identifies the physical origin of the failure. Replace h by a many-electron Hamiltonian with the repulsion 1/r_ij, and F by its sum over electrons. The repulsion multiplies by a function of coordinates and commutes with this sum. For bound eigenstates of such a Hamiltonian the same cancellation would follow. The gauge dependence studied here thus comes from replacing the repulsion by an orbital exchange operator and using one-electron amplitudes, and not from electron repulsion as such. If the many-electron Hamiltonian is enclosed in projectors onto positive-energy states, this conclusion needs a further examination, since the projectors need not commute with F.

**Exchange with a filled 1s shell.** Consider one valence electron outside a 1s² core. The direct potential of the core is

2∫ (1/r_>)(P_c² + Q_c²)dr',

where c labels the 1s orbital when used as a subscript, and r_> is the larger of r and r'. It is a local potential common to all valence orbitals and drops out of Λ. The exchange operator is

(Xψ_a)(1) = −Σ_mc ψ_c(1) ∫ ψ_c†(2)ψ_a(2)/r₁₂ d³r₂.

Expand the repulsion in multipoles, with n as multipole order to keep it apart from the wave number k:

1/r₁₂ = Σ_n (r_<^n/r_>^(n+1)) Σ_M C_nM(1)C*_nM(2).

The radial integral over electron 2 is the potential

v_n(c,a;r) = ∫ (r_<^n/r_>^(n+1)) ψ_c·ψ_a dr',

where r_< and r_> are the smaller and larger of r and r'. The sum over both core electrons is invariant under rotations and space inversion, so Xψ_a keeps the angular form of ψ_a. Its size is found by projection onto Ω_κa,m. The coefficient multiplying −v_nψ_c is

x_n = Σ_mc,M |⟨κ_a m|C_nM|1s m_c⟩|².

The upper spinor of a 1s state is Y₀₀ times a spin function, and C_nM Y₀₀ = Y_nM/√(2n+1). The functions Y_nM times the two spin functions form a complete set for orbital angular momentum n. The sum is therefore 1/(2n+1) if the valence orbital has l = n, and zero otherwise. The lower components have the same angular factor, by the reversal of both κ labels used before. Thus

Xψ_a = −x_a v_l(c,a;r)ψ_c,  x_a = 1/(2l_a + 1).  (17)

For 2s this means l = 0 and x = 1. For both 2p levels it means l = 1 and x = 1/3.

Insert (17) in (14), with a = 2s and b = 2p. The exchange term of b enters with two minus signs, and that of a with one:

Λ = (1/3)∫ f v₁(c,2p;r)ψ_c·ψ_2s dr − ∫ f v₀(c,2s;r)ψ_c·ψ_2p dr.  (18)

The first integral comes from exchange acting on 2p, the second from exchange acting on 2s. There is no symmetry that makes them cancel, since they contain different multipole potentials and different overlap densities.

**Long wavelength and slow electrons.** For kr ≪ 1, f = j₁(kr) ≈ kr/3. Every term of (7) is then proportional to k, apart from its dependence on ω. Equation (8) reduces the Coulomb-gauge length to

R_C ≈ (c/ω)∫(D + ΔκT)dr,

while the length-gauge value is R_L ≈ ∫rS dr. Their difference follows from (11) with G = √2:

R_L − R_C = −3Λ/(ωk).  (19)

For slow electrons, (1) gives Q ≈ (P' + κP/r)/(2c). Then

cD ≈ ½[P_b'P_a − P_bP_a' + ΔκP_bP_a/r],
cT ≈ ½[(P_bP_a)' + (κ_a + κ_b)P_bP_a/r].

The total derivative in T integrates to zero. Integration by parts also gives ∫P_b'P_a dr = −∫P_bP_a'dr. Hence

c∫(D + ΔκT)dr ≈ −∫P_b[P_a' − Δκ(1 + κ_a + κ_b)P_a/(2r)]dr.

For a = s, κ_a = −1. With κ_b = 1 the factor Δκ(1 + κ_a + κ_b)/2 is 2·1/2 = 1. With κ_b = −2 it is (−1)(−2)/2 = 1. Both levels therefore give

ωR_C ≈ −∫P_b(P_a' − P_a/r)dr,

which is the nonrelativistic velocity form for an s-to-p transition. The approximation needs the neglected relativistic terms to be small compared with ωR_C itself. For a transition within one shell of a highly charged ion ωR_C is a small remainder and this can fail: in the germanium example below the integral is 0.365 and 0.622 for the two levels, against ωR_C = 0.420 and 0.676. The relativistic continuity argument thus contains the familiar agreement of length and velocity forms in a local potential, and its loss when exchange is added.

**Lithium-like germanium.** The ion Ge²⁹⁺ has Z = 32 and three electrons. The 1s² core is calculated self-consistently by Dirac-Fock for the two-electron core ion and then frozen. The 2s, 2p₁/₂ and 2p₃/₂ orbitals are eigenstates of the resulting Fock operator. The nucleus is a point (a finite nucleus would lower both transition energies by about 0.0007 hartree), and the electron interaction is the Coulomb repulsion without Breit or radiative corrections. Core response to the light is not included, so the values below are those of the one-electron Dirac-Fock amplitude. The digits quoted describe this model and serve the arithmetic; they are not a claim of accuracy for the real ion.

The valence energies are −117.45768 hartree for 2s, −115.17470 hartree for 2p₁/₂ and −113.69684 hartree for 2p₃/₂. For the lower transition,

ω = −115.17470 + 117.45768 = 2.28298 hartree,

or 62.12 eV. Division by c = 137.036 gives k = 0.016660 bohr⁻¹. The gauge coefficient is Λ = 2.0388 × 10⁻⁴ hartree. Equation (11) then gives

dR/dG = −3(2.0388 × 10⁻⁴)/(1.41421 × 2.28298 × 0.016660)
= −0.01137 bohr.

Exchange acting on 2s contributes −0.00850 bohr and exchange acting on 2p₁/₂ contributes −0.00287 bohr. They have the same sign here and add.

The Coulomb-gauge value is R_C = 0.18401 bohr. Moving to G = √2 gives

R_L = 0.18401 − 1.41421 × 0.01137 = 0.16793 bohr.

The length value lies 8.7 percent below the Coulomb-gauge value, relative to the latter.

For 2s→2p₃/₂ the transition energy is 3.76085 hartree, or 102.34 eV, with k = 0.027444 bohr⁻¹ and Λ = 3.3277 × 10⁻⁴ hartree. The slope is

dR/dG = −3(3.3277 × 10⁻⁴)/(1.41421 × 3.76085 × 0.027444)
= −0.00684 bohr.

Of this, −0.00509 bohr comes from exchange on 2s and −0.00175 bohr from exchange on 2p₃/₂. The two lengths are 0.17968 bohr in the Coulomb gauge and 0.17001 bohr in the length gauge, a decrease of 5.4 percent relative to the first.

The coefficient Λ is larger for 2p₃/₂, yet the slope is smaller. The two factors in (11) explain this. The ratio Λ/k is 0.01224 hartree·bohr for 2p₁/₂ and 0.01213 hartree·bohr for 2p₃/₂, nearly the same. This is what (18) gives at long wavelength if the two 2p orbitals are similar. The slope contains a further division by ω, and the ratio of the two frequencies is 3.76085/2.28298 = 1.647. This accounts for most of the ratio of slopes, 0.01137/0.00684 = 1.66.

Retardation has little influence on the length-gauge values. The long-wave integral ∫rS dr is 0.16792 bohr for 2p₁/₂ and 0.17003 bohr for 2p₃/₂, within about 0.01 percent of the full length-gauge values. The gauge difference is not a retardation effect either: by (13) one local potential gives Λ = 0 with the full j₁, while by (18) and (19) the difference −3Λ/(ωk) stays finite when j₁(kr) is replaced by kr/3.

**Oscillator strengths.** A squared amplitude magnifies the relative difference. Average over the two 2s magnetic states and sum over final states and light polarizations. For each 2p state, the closure argument above gives a sum of 1/3 over M and the initial magnetic states. Summing over the 2j_b + 1 final states and dividing by 2 gives (2j_b + 1)/6. With R(G) in place of the usual dipole integral, the oscillator strength is

f_osc = (2ω/3)[(2j_b + 1)/6]R(G)².

The bracket is 1/3 for 2p₁/₂, so in the Coulomb gauge

f_osc = 2(2.28298)(0.18401)²/9 = 0.01718.

The length gauge gives 0.01431, which is 16.7 percent lower relative to the Coulomb-gauge value. For 2p₃/₂ the bracket is 2/3, and the two strengths are 0.05397 and 0.04831, a decrease of 10.5 percent on the same basis.

**The same core without exchange.** Keep the core's direct potential and solve for the valence orbitals without the exchange operator. Both orbitals now have one local potential. For 2s→2p₁/₂, the two gauges give the same R = 0.16861 bohr to the printed digits. For 2s→2p₃/₂, both give 0.17071 bohr. The residual |Λ|, relative to |ω∫j₁S dr|, is about 10⁻¹¹ in both cases with the basis used here, whose functions have the correct r^γ behaviour. The exact value is zero, and other bases can leave a much larger residual even when their energies look converged. In the Dirac-Fock calculation the same ratio is 2.0388 × 10⁻⁴/2.1289 × 10⁻³ = 0.096 for 2p₁/₂ and 0.057 for 2p₃/₂.

Agreement between gauges does not show that the local model is accurate. It changes the transition energies to 2.0696 and 3.5385 hartree, and any other common local potential that separates the two levels would pass the same gauge comparison (in the bare potential −Z/r the 2s and 2p₁/₂ levels coincide, so ω = 0 and R(G) is undefined). In both transitions the Dirac-Fock length value lies closer to the local result than the Coulomb-gauge value does. This observation alone does not establish which is closer to a calculation with correlation and core response.

Nor is the difference between the two gauges an error bound. R(G) is linear in G with nonzero slope, so other choices of G give values outside the interval between them. The difference measures the failure of current conservation in this mean-field amplitude, weighted by j₁. The numerical check evaluates Λ both from its definition (7) and from the exchange integral (18).

Numbers as computed

```
nuclear charge Z = 32
speed of light c = 137.035999 a.u.
length-gauge parameter for L=1: G = 1.414214
largest hydrogenic energy error = 4.8e-10 hartree
Dirac-Fock, Ge29+, frozen 1s2 core:
  energy 1s = -498.93547 hartree
  energy 2s = -117.45768 hartree
  energy 2p1/2 = -115.17470 hartree
  energy 2p3/2 = -113.69684 hartree
Dirac-Fock transition 2s-2p1/2:
  omega = 2.282982 hartree = 62.123 eV
  k = 1.665972e-02 1/bohr
  Lam = 2.038754e-04 hartree
  omega Int j1 S dr = 2.128874e-03 hartree
  dR/dG = -0.011371 bohr
    from exchange on 2p1/2 = -0.002870 bohr
    from exchange on 2s = -0.008501 bohr
  R Coulomb gauge = 0.184008 bohr
  R length gauge = 0.167926 bohr
  long-wave Int r S dr = 0.167920 bohr
  (R_length/R_Coulomb - 1) = -8.739 percent
  oscillator strength, Coulomb gauge = 0.017178
  oscillator strength, length gauge = 0.014306
Dirac-Fock transition 2s-2p3/2:
  omega = 3.760845 hartree = 102.338 eV
  k = 2.744421e-02 1/bohr
  Lam = 3.327650e-04 hartree
  omega Int j1 S dr = 5.849596e-03 hartree
  dR/dG = -0.006839 bohr
    from exchange on 2p3/2 = -0.001746 bohr
    from exchange on 2s = -0.005094 bohr
  R Coulomb gauge = 0.179683 bohr
  R length gauge = 0.170011 bohr
  long-wave Int r S dr = 0.170025 bohr
  (R_length/R_Coulomb - 1) = -5.383 percent
  oscillator strength, Coulomb gauge = 0.053965
  oscillator strength, length gauge = 0.048312
Local direct potential, 2s-2p1/2:
  omega = 2.069623 hartree
  R Coulomb gauge = 0.168612 bohr
  R length gauge = 0.168612 bohr
  |Lam|/(omega |Int j1 S dr|) = 1.6e-11
Local direct potential, 2s-2p3/2:
  omega = 3.538509 hartree
  R Coulomb gauge = 0.170714 bohr
  R length gauge = 0.170714 bohr
  |Lam|/(omega |Int j1 S dr|) = 8.2e-12
```
